# Kramers degeneracy does not make a magnetic memory permanent

An isolated ion with an odd number of electrons, a spinless nucleus and no magnetic field has no splitting between a spin state and its time-reversed partner. A bit stored in that pair is therefore safe from tunnelling. It is not safe from the surroundings. In the model of a chromium ion worked out below, at 0.1 K and in zero field, phonons erase the bit in about 40 minutes and exchange coupling to the electrons of a nearby metal erases it in 25 ms. A spin-carrying nucleus inside the ion can reverse it in 17 ns.

The contrary belief runs as follows. Time-reversal symmetry protects the degeneracy; without a splitting the ion cannot oscillate between the two states of the pair; so the stored direction lasts for ever, provided no field is applied. The first two statements are true of an isolated ion. The conclusion tempts because the protection is independent of the shape of the crystal field. But a degeneracy is a statement about energies, whereas memory depends on every operator that connects the two states, including operators that act on the surroundings too.

## What the theorem protects

Atomic units are used in the algebra, so $\hbar=1$. Time reversal $T$ is antiunitary, $\langle Ta|Tb\rangle=\langle b|a\rangle$, and $T^2=-1$ for an odd number of electrons. Put $a=T\psi$, $b=\psi$:

$$\langle T^2\psi|T\psi\rangle=\langle\psi|T\psi\rangle .$$

The left side is $-\langle\psi|T\psi\rangle$, so the overlap vanishes. If $H$ commutes with $T$, then $\psi$ and $T\psi$ are two orthogonal states of equal energy.

Now let $V$ be Hermitian and commute with $T$, as a strain or an electric field does. Put $a=\psi$, $b=VT\psi$. Since $Tb=VT^2\psi=-V\psi$,

$$-\langle T\psi|V\psi\rangle=\langle VT\psi|\psi\rangle=\langle T\psi|V\psi\rangle ,$$

and the flip element is zero. The diagonal elements are equal, because $\langle T\psi|VT\psi\rangle=\langle T\psi|TV\psi\rangle=\langle V\psi|\psi\rangle=\langle\psi|V\psi\rangle$. Such a $V$ neither splits the pair nor flips it in one step. Two gaps remain in the protection: $V$ may lead out of the doublet and back, and other operators are odd under reversal of the ion.

## The two states of the bit

Take $S=3/2$ and

$$H=DS_z^2+E(S_x^2-S_y^2),\qquad D<0 .$$

Subtract the constant $5D/4$. In the basis $|3/2\rangle,|-1/2\rangle$ the first term is then $\pm D$. The second is $E(S_+^2+S_-^2)/2$, with element $\tfrac12E(2\sqrt3)=\sqrt3E$. The block is

$$\begin{pmatrix}D&\sqrt3E\\ \sqrt3E&-D\end{pmatrix},$$

with energies $\pm\delta$, $\delta=\sqrt{D^2+3E^2}$. The states $|-3/2\rangle,|1/2\rangle$ give the same block. There are thus two doublets, separated by $\Delta=2\delta$. Write $c=\cos\theta$, $s=\sin\theta$. The ground states are

$$|+\rangle=c|3/2\rangle+s|-1/2\rangle,\qquad |-\rangle=c|-3/2\rangle+s|1/2\rangle,$$

with $\cos2\theta=|D|/\delta$ and $\sin2\theta=-\sqrt3E/\delta$; these signs give the energy $D\cos2\theta+\sqrt3E\sin2\theta=-\delta$.

The spin has elements between them. In $S_x$, the steps $3/2\to1/2$ and $-1/2\to-3/2$ each contribute $cs\sqrt3/2$, and $-1/2\to1/2$ contributes $s^2$. In $S_y=(S_+-S_-)/2i$ the lowering steps carry the phase $i$ and the raising step $-i$. Hence

$$\langle-|S_x|+\rangle=\tfrac{\sqrt3}{2}\sin2\theta+s^2=a_x,\qquad \langle-|S_y|+\rangle=i\left(\tfrac{\sqrt3}{2}\sin2\theta-s^2\right)=ia_y .$$

Within the ground doublet $S_i$ acts as $a_i\sigma_i$, with

$$a_{x,y}=-\frac{3E}{2\delta}\pm\frac12\left(1-\frac{|D|}{\delta}\right),\qquad a_z=\tfrac32c^2-\tfrac12s^2=\frac12+\frac{|D|}{\delta}.$$

For $D=-24$ and $E=2.4$ µeV, $\Delta=48.7$ µeV, $a_x=-0.140$, $a_y=-0.155$ and $a_z=1.485$. The transverse parts vanish at $E=0$. For comparison, an $S=2$ ion with the same $D$ and $E$ has its lowest pair split by 0.71 µeV. Kramers degeneracy does remove that tunnelling.

## Phonons go round the prohibition

Let strain $\varepsilon_{ij}$ act through $V=G\sum\varepsilon_{ij}Q_{ij}$, where $Q_{ij}=(S_iS_j+S_jS_i)/2$. This isotropic coupling is a model, as is the use of one sound speed $v$ for all three branches.

For states $a,b$ let $M_{ij}=\langle b|Q_{ij}|a\rangle$. Emission of a phonon of wavevector $\mathbf q$ and polarization $\mathbf e$ in volume $\mathcal V$ has squared element

$$\frac{G^2(n+1)}{2\rho\mathcal V\omega}\left|\sum_{ij}q_iM_{ij}e_j\right|^2 ,$$

with $\rho$ the mass density and $n$ the phonon occupation. The sum over polarizations and the average over directions turn the last factor into $q^2\lVert M\rVert^2/3$, where $\lVert M\rVert^2=\sum_{ij}|M_{ij}|^2$ and $q=\omega/v$. Each branch has $\mathcal V\omega^2/(2\pi^2v^3)$ modes per unit frequency. The golden rule gives

$$\Gamma=2\pi\,\frac{G^2(n+1)}{2\rho\mathcal V\omega}\,\frac{\omega^2\lVert M\rVert^2}{3v^2}\,\frac{\mathcal V\omega^2}{2\pi^2v^3}
=\frac{G^2\omega^3\lVert M\rVert^2(n+1)}{6\pi\rho v^5}.$$

For absorption, $n+1$ becomes $n$.

The strengths can be found explicitly. Inside one block, the combinations $(2Q_{zz}-Q_{xx}-Q_{yy})/\sqrt6$, $(Q_{xx}-Q_{yy})/\sqrt2$ and $\sqrt2Q_{xy}$ are $\sqrt{3/2}$ times the three Pauli matrices, up to signs. Between two orthogonal states the squared Pauli elements add up to 2, so $\lVert M\rVert^2=3$. Between blocks, $\sqrt2Q_{xz}$ has element $\sqrt{3/2}$ for $3/2\to1/2$ and $-\sqrt{3/2}$ for $-1/2\to-3/2$. From $|+\rangle$ to the upper state $c|1/2\rangle-s|-3/2\rangle$ this gives $\sqrt{3/2}(c^2+s^2)$; $\sqrt2Q_{yz}$ has the same modulus, and again $\lVert M\rVert^2=3$. From $|+\rangle$ to $|-\rangle$ the same operators give $\sqrt{3/2}(cs-sc)=0$: the theorem's cancellation in the open.

An ion in $|+\rangle$ is therefore lifted to either upper state at the same rate $\alpha$. Populations suffice here. A half-turn about $z$ leaves the baths unchanged and reverses the sign of any coherence between the two blocks, so such coherences do not feed the populations. Coherences inside a block oscillate at frequency $\Delta$, far faster than the relaxation, and average out. Once lifted, the ion falls to $|+\rangle$ or $|-\rangle$ with equal probability. The population difference $p=N_+-N_-$ thus loses $2\alpha p$ per unit time and regains nothing:

$$R_{\rm ph}=2\alpha=\frac{G^2\Delta^3}{\pi\rho v^5}\,\frac1{e^{\Delta/kT}-1}.$$

At low temperature this is activated with energy $\Delta$; for $kT\gg\Delta$ it grows as $T$.

Take $G=0.5$ meV, $\rho=4$ g/cm³ and $v=7$ km/s. At 0.1 K, $kT=8.62$ µeV and $\alpha=2.06\times10^{-4}$ s⁻¹. Then $R_{\rm ph}=4.11\times10^{-4}$ s⁻¹ and the memory time is $1/R_{\rm ph}\approx2400$ s. At 4.2 K it is 1.2 s.

Two phonons can also scatter without populating the upper doublet. Let $P_{kl}$ be the product of strain elements that leads from $|+\rangle$ to $|-\rangle$ through the upper states, first by operator $k$, then by $l$. Absorbing $\omega$ before emitting it, or emitting before absorbing, gives

$$A_{kl}=\frac{P_{kl}}{\omega-\Delta}-\frac{P_{lk}}{\omega+\Delta}.$$

At $\omega=0$ this is the flip element of a static operator even under $T$, so it vanishes and $P_{lk}=-P_{kl}$. What remains is $A_{kl}=2\omega P_{kl}/(\omega^2-\Delta^2)$. Static strain cannot reverse the bit through such a pair of steps, but moving strain can. Static strain does change $E$, and with it $a_x$ and $a_y$, on which the electron and nuclear flips below depend.

## Metal electrons need no detour

Let a metal electron with spin $\mathbf s$ couple to the ion by $J\,\mathbf s\cdot\mathbf S$. Reversing both spins leaves this unchanged, but reversing the ion alone changes its sign. The theorem for the ion therefore does not forbid the flip.

Sum the squared elements over initial and final electron spins. Since ${\rm Tr}(s_is_j)=\delta_{ij}/2$, the result is $\tfrac12J^2\sum_i|\langle b|S_i|a\rangle|^2$. With $f$ the Fermi function and $x=E_b-E_a$, the available electrons contribute

$$\int f(\varepsilon)[1-f(\varepsilon-x)]\,d\varepsilon
=\int\frac{f(\varepsilon-x)-f(\varepsilon)}{e^{x/kT}-1}\,d\varepsilon=\frac{x}{e^{x/kT}-1}.$$

With a flat density of states $\varrho$ per spin, which assumes a metal in its normal, not superconducting, state, the golden rule yields

$$\Gamma=\pi(J\varrho)^2\sum_i|\langle b|S_i|a\rangle|^2\,\frac{x}{e^{x/kT}-1}.$$

For the degenerate pair, $x\to0$ and the last factor becomes $kT$. The direct flip rate is $w=\pi(J\varrho)^2(a_x^2+a_y^2)kT$, and $p$ decays at $2w$, since each flip changes it by two.

Choose $J\varrho=10^{-4}$. In ordinary units, with $kT/\hbar=1.31\times10^{10}$ s⁻¹,

$$2w=2\pi(10^{-8})(0.140^2+0.155^2)(1.31\times10^{10}\ {\rm s^{-1}})\approx36\ {\rm s^{-1}}.$$

The full four-level rate equations give 40.5 s⁻¹; the extra 4.5 s⁻¹ comes from paths through the upper doublet. The memory time is 25 ms, about $10^5$ times shorter than with phonons alone. At 4.2 K the slowest mode, close to the decay of $\langle S_z\rangle$, takes 0.056 ms; $p$ is then not a single exponential and falls to $1/e$ in 0.051 ms. Since the direct rate falls only as $T$, cooling helps less here than it does against activated phonon reversal.

## A nucleus can reverse the spin coherently

A nucleus of spin $I$ adds $A\,\mathbf I\cdot\mathbf S$, which within the ground doublet is $A\sum_ia_i\sigma_iI_i$. For $I=3/2$, the states $|+,-1/2\rangle$ and $|-,+1/2\rangle$ both have energy $-a_zA/2$. Between them $\sigma_x$ gives 1, $\sigma_y$ gives $i$, $I_x$ gives 1 and $I_y$ gives $-i$. The coupling is

$$A(a_x+a_y)=-\frac{3AE}{\delta},\qquad g=\frac{3A|E|}{\delta}.$$

Two degenerate states with coupling $g$ exchange population as $\sin^2gt$, so complete reversal takes $\pi/2g$. With $A=0.20$ µeV, $g=0.0591$ µeV and

$$t=\frac{\pi\hbar}{2g}=\frac{\pi(6.58\times10^{-16}\ {\rm eV\,s})}{2(5.91\times10^{-8}\ {\rm eV})}=17.5\ {\rm ns}.$$

The full Hamiltonian, with the upper doublet kept, gives a reversal probability of 0.9998 at this time. The spin later swings back, but a bit read at an unknown time is no longer reliable. This is the result for a nucleus that starts in $m_I=-1/2$, with the ion in $|+\rangle$. From $m_I=+1/2$ the resonant element is the smaller $A|a_x-a_y|$, and reversal takes about 0.35 µs.

Kramers' theorem has not failed. Ion and nucleus together have $T^2=+1$, so joint levels may split, and the resonant pair does so by 0.118 µeV. Nor is the splitting essential. With $I=1$ the joint system has $T^2=-1$ and every joint level stays doubly degenerate. Yet $|+,-1\rangle$ is coupled to $|-,0\rangle$ by $g_1=A|a_x+a_y|/\sqrt2$, across an energy difference $a_zA$. For two levels $\epsilon$ apart, the largest transfer is $4g^2/(4g^2+\epsilon^2)$. Here it is

$$\frac{2(a_x+a_y)^2}{2(a_x+a_y)^2+a_z^2}\approx0.073,$$

and $A$ has cancelled. The degeneracy is intact and the electron spin still partly reverses.

## A bias field exchanges one problem for another

A field of 10 mT along $z$ splits the bit by $\epsilon=3.4$ µeV. The largest nuclear reversal probability from the $m_I=-1/2$ state falls from nearly 1 to 0.0012. The price is the Kramers degeneracy itself. With $b=g_e\mu_BB$ and electron $g_e=1.98$, the diagonal entries $\pm D$ become $b/2\pm(D+b)$ in one block and $-b/2\pm(D-b)$ in the other. The mixing angles then differ, and the cancelled phonon element becomes $\sqrt{3/2}\sin(\theta_--\theta_+)$, which is close to $3Eb/(\sqrt2\,\delta^2)$ for small $b$ and so proportional to $B$. Its square times $\omega^3\propto B^3$ and the thermal factor $2kT/\epsilon$ gives a direct rate proportional to $B^4T$, when $\epsilon\ll kT$ and $E\ne0$. At 10 mT and 0.1 K it is still only $7\times10^{-9}$ s⁻¹.

The electrons hardly notice the bias: their memory time changes only from 25 to 24 ms, because $\epsilon$ is smaller than $kT$. The polarization now relaxes towards the equilibrium magnitude $\tanh(\epsilon/2kT)=0.195$ instead of zero, whichever bit was written.

## How the model stands to a real ion

The crystal-field splitting, hyperfine constant and elastic data are rough values for Cr³⁺ in a sapphire-like oxide. The strain term $E$ and the exchange strength are chosen. The phonon rate assumes a bulk crystal: phonons of energy $\Delta$ have a wavelength of about 0.6 µm, so a thinner oxide film would need its own vibrational modes. At an undistorted axial site $E=0$, and both the direct electron flip and the resonant nuclear element above vanish; paths through the upper doublet remain. Phonons and electrons can use them, and so can the ion's own nucleus: if it starts in $m_I=-3/2$, three successive spin exchanges connect $|3/2,-3/2\rangle$ to the degenerate state $|-3/2,3/2\rangle$ and reverse the bit in about 0.07 ms. The exchange depends on the barrier between ion and metal: at fixed temperature and fixed $E$, a tenfold smaller $J\varrho$ lengthens the exchange time a hundredfold, to about 2.5 s. The gain does not continue indefinitely: thermal currents in a normal metal make magnetic noise that flips the bit whatever $J$ is. A local-conductivity estimate for a 50 nm film normal to $z$, with conductivity $10^6$ to $5\times10^7$ S/m at 1 to 30 nm, gives roughly 5 to 55 s at 0.1 K, still far shorter than the phonon time. The 49 µeV gap equals $kT$ at only 0.57 K, so the upper doublet is well populated already at 4.2 K. This is no model of an ordinary magnetic bit at room temperature.

Among the neglected effects estimated here, the fastest in zero field comes from the nuclei of a sapphire-like host. Aluminium nuclei carry spin. One of them, treated as a point dipole on the $z$ axis at 0.27 nm, can reverse the bit in 0.54 µs when it starts in $m_I=-1/2$ and the ion in $|+\rangle$. That complete reversal is for a single nucleus. The other aluminium nuclei of a corundum lattice shift the two bit states apart by about 0.07 µeV rms through dipolar fields alone, some 17 times the width of this resonance and over half the 0.118 µeV splitting of the chromium one; with one or two further unpolarized neighbours included, the largest reversal probability within 3 µs drops to about 0.3 or 0.24. Neither the rate-equation times nor the complete nuclear reversals above can therefore be read as zero-field lifetimes in such a host. The 10 mT bias reduces the reversal probability from this one nucleus to about $10^{-6}$; the combined effect of many nuclei was not calculated.

Neighbouring bits matter too. For identical ions 200 nm apart along $x$, dipolar coupling reverses both together in 0.62 s in zero field, or swaps opposite bits in 2.6 s. Both are slower than the electrons but far faster than the phonons. These times hold only for an isolated pair at exact resonance: a field of 0.1 nT along $z$ cuts the joint reversal probability to 0.002, a third bit in the row cuts it below $10^{-3}$ when all three start alike, and the exchange coupling above dephases the bit at about $2\times10^3$ s⁻¹, far faster than the pair oscillation. Two-phonon scattering away from resonance is estimated at $8\times10^{-16}$ s⁻¹ at 0.1 K when phonon energies within 10% of $\Delta$ are left out. The figure depends on that cut, and only its order of smallness matters: it is negligible here. The numerical output lists the inputs and results.

A long memory therefore needs more than an odd electron count. In this model it needs small matrix elements for reversal, slow phonon transitions to the upper doublet, weak exchange with metals and weak magnetic noise from them, and nuclei that are spinless or detuned. A wider gap is not always better: at fixed $G$ and $T$, the phonon rate $R_{\rm ph}$ first grows with $\Delta$ and falls only when $\Delta$ exceeds about $2.8kT$.

## Table of computed values

```
Axial term D: -24 ueV
Rhombic term E: 2.4 ueV
Electron g factor: 1.98
Hyperfine constant A: 0.2 ueV
Strain coupling G: 0.5 meV
Density: 4 g/cm3
Sound speed: 7 km/s
Exchange strength J*rho: 0.0001
Cold temperature: 0.1 K
Warm temperature: 4.2 K
kT cold: 8.617 ueV
kT warm: 361.9 ueV
Gap between doublets: 48.71 ueV
Spin-2 contrast, ground splitting: 0.7147 ueV
Projected spin a_x: -0.1405
Projected spin a_y: -0.1551
Projected spin a_z: 1.485
Phonon upward rate, same class, cold: 0.0002055 1/s
Phonon upward rate, other class, cold: 0.0002055 1/s
Phonon reversal formula, cold: 0.000411 1/s
Phonon polarization decay, cold: 0.000411 1/s
Phonon memory time, cold: 2433 s
Phonon memory time, warm: 1.233 s
Phonon activation energy from rates: 48.81 ueV
Direct process, power of B: 4
Nuclear resonant element: 0.05912 ueV
Nuclear reversal time: 17.49 ns
Reversal probability at that time: 0.9998
Joint splitting, I=3/2: 0.1178 ueV
Largest flip probability, I=1: 0.07339
Electron direct part 2w, cold: 36.03 1/s
Electron polarization decay, cold: 40.54 1/s
Electron memory time, cold: 24.66 ms
Electron memory time, warm: 0.05581 ms
Bias field: 10 mT
Zeeman splitting in bias: 3.405 ueV
Equilibrium polarization in bias: 0.195
Largest nuclear flip probability in bias: 0.001203
Direct phonon rate in bias, cold: 6.621e-09 1/s
Phonon memory time in bias, cold: 2403 s
Electron memory time in bias, cold: 24.24 ms
Neglected: Al nucleus distance: 0.27 nm
Neglected: Al nuclear g factor: 1.46
Neglected: Al reversal time, zero field: 0.5431 us
Neglected: Al flip probability in bias: 1.251e-06
Neglected: bit pitch: 200 nm
Neglected: pair reversal, zero field: 0.6187 s
Neglected: neighbour swap time: 2.553 s
Neglected: two-phonon rate, cold: 7.771e-16 1/s
Neglected: two-phonon rate, warm: 3.468e-08 1/s
Neglected: bandwidth for exchange growth: 5 eV
Neglected: relative exchange growth: 0.001327
```
